# The one-monolayer pressure of a BET isotherm as a fit check

## Problem

The internal surface of a porous low-k dielectric can be estimated from the amount of gas it adsorbs. Let $x=p/p_0$ be the gas pressure divided by the saturation pressure of the liquid, with $0<x<1$, and let $v$ be the adsorbed amount per volume of film. The monolayer capacity $v_m$ is the amount that would cover the pore walls with one full layer.

The BET model makes four assumptions:

- All wall sites are equivalent, and each carries a stack of $0,1,2,\dots$ molecules.
- Neighbouring stacks do not interact.
- A molecule in the second or any higher layer desorbs at the same rate $d$ as from the liquid, while a molecule alone on the wall desorbs at rate $d_1$.
- The height of a stack is unlimited.

The binding to the wall enters through $C=d/d_1>0$. If the two rates have equal prefactors, $C=e^{\Delta E/k_BT}$, where $\Delta E$ is the extra binding energy of the first layer.

(a) At what $x$ does the adsorbed amount equal $v_m$, and is the wall then covered?

(b) A fit to measured data returns values of $v_m$ and $C$. How can the answer to (a) show whether they are consistent with each other and with the data?

(c) Apply the check to the model film described below.

## First estimate by scaling

Take strong wall binding, $C\gg1$. The amount equals one monolayer when the molecules missing from the first layer are made up by molecules in higher layers.

A bare site fills at a rate proportional to $x$, and a site holding one molecule empties at a rate proportional to $1/C$. When $Cx\gg1$, the bare fraction is therefore about $1/(Cx)$. On top of a nearly full first layer, the second layer is occupied with a probability of about $x$, and still higher layers add only terms of order $x^2$. Equating deficit and excess gives

$$\frac{1}{Cx}\sim x\quad\Rightarrow\quad x\sim\frac{1}{\sqrt C}.$$

For $C=100$ this is $x\approx0.10$. The assumption holds there, since $Cx\approx10$.

## Exact solution

**Stack populations.** Let $s_i$ be the fraction of sites with $i$ molecules, and let molecules arrive on any stack at rate $ap$. Bare sites exchange only with stacks of height 1, so in the steady state the traffic between heights 0 and 1 must balance. Height 1 then has only its exchange with height 2 left to balance, and so on upwards:

$$ap\,s_0=d_1s_1,\qquad ap\,s_{i-1}=d\,s_i\quad(i\ge2).$$

At saturation the liquid neither grows nor shrinks, so $ap_0=d$ and $ap/d=x$. The first balance gives $s_1=(ap/d_1)s_0=Cx\,s_0$, and each further layer adds a factor $x$:

$$s_i=Cx^i s_0\qquad(i\ge1).$$

The fractions sum to one. With $\sum_{i\ge1}x^i=x/(1-x)$,

$$s_0\left[1+\frac{Cx}{1-x}\right]=1\quad\Rightarrow\quad s_0=\frac{1-x}{1-x+Cx}.$$

**Isotherm.** The amount in monolayers is the mean stack height. With $\sum_{i\ge1}ix^i=x/(1-x)^2$,

$$\frac{v}{v_m}=\sum_{i\ge1}i\,s_i=\frac{Cx\,s_0}{(1-x)^2}=\frac{Cx}{(1-x)(1-x+Cx)}.$$

**Crossing.** Set $v=v_m$ and multiply out:

$$Cx=(1-x)(1-x+Cx)=(1-x)^2+Cx-Cx^2.$$

The terms $Cx$ cancel, leaving $(1-x)^2=Cx^2$. Both $1-x$ and $x$ are positive, so only the positive square root is allowed, $1-x=\sqrt C\,x$. Hence there is a single crossing, at

$$x_m=\frac{1}{1+\sqrt C}.$$

**Is the wall covered?** At the crossing $1-x_m=\sqrt C\,x_m$, so

$$1-x_m+Cx_m=\sqrt C\,x_m(1+\sqrt C)=\sqrt C,\qquad s_0=\frac{\sqrt C\,x_m}{\sqrt C}=x_m.$$

A fraction $x_m$ of the wall is bare, and an equal number of molecules sits in higher layers. The amount is one monolayer, but the first layer is incomplete. For $C=100$ about 9% of the sites are empty.

## Comparison of the two

The ratio of the estimate to the exact value is

$$\frac{1/\sqrt C}{1/(1+\sqrt C)}=1+\frac{1}{\sqrt C}.$$

The scaling argument thus finds the right power of $C$ and becomes accurate as $C\to\infty$. For $C=100$ it gives 0.100 against 0.0909, which is 10% too high relative to the exact value. At a saturation pressure of 760 Torr the exact value corresponds to 69.1 Torr.

For $C=1$ the wall binds no better than the liquid. The estimate then gives $x=1$, while the exact result is $x_m=1/2$. The argument fails because the first layer is no longer nearly full and the higher layers are no longer a small correction.

## From the crossing to a check

**The fit.** Rearranging the isotherm gives a straight line in $x$:

$$\frac{x}{v(1-x)}=\frac{1-x+Cx}{v_mC}=\frac{1}{v_mC}+\frac{C-1}{v_mC}\,x.$$

The sum of slope and intercept is $1/v_m$, and their ratio is $C-1$. Therefore

$$v_m=\frac{1}{\text{slope}+\text{intercept}},\qquad C=1+\frac{\text{slope}}{\text{intercept}}.$$

A fit with $C\le0$ is rejected at once, because $C$ is a ratio of rates.

**The check.** Calculate $1/(1+\sqrt C)$ from the fitted $C$. Then read from the data the pressure at which $v$ equals the fitted $v_m$. The two pressures should agree and lie inside the fitted window. A customary tolerance is 20% of the calculated pressure; this is a convention and does not follow from the model.

**Its sharpness.** The logarithmic slope of the isotherm is

$$\frac{d\ln v}{d\ln x}=1+\frac{x}{1-x}-\frac{(C-1)x}{1-x+Cx}.$$

At $x_m$ we have $x/(1-x)=1/\sqrt C$, $(C-1)x=\sqrt C-1$ and $1-x+Cx=\sqrt C$, so

$$\left.\frac{d\ln v}{d\ln x}\right|_{x_m}=1+\frac1{\sqrt C}-\frac{\sqrt C-1}{\sqrt C}=\frac{2}{\sqrt C}.$$

For $C=100$ the slope is 0.2. Raising the pressure by 20% from $x_m$ changes the amount by only 3.8%. A small misfit in amount therefore shows up as a large misfit in pressure.

**The window.** For a BET isotherm,

$$v(1-x)=v_m\frac{Cx}{1-x+Cx},\qquad \frac{d}{dx}\left[v(1-x)\right]=\frac{v_mC}{(1-x+Cx)^2}>0.$$

If $v(1-x)$ passes through a maximum in the data, the points beyond it cannot follow this isotherm and should be left out of the fit.

## Worked example

The model film has cylindrical pores of diameter 3.0 nm and porosity 0.30. A cylinder has a wall area per pore volume of 4/diameter, so the wall area per film volume is $4(0.30)/3.0=0.400\ \mathrm{nm^{-1}}$, or 400 m²/cm³. With 0.162 nm² per nitrogen molecule, the true wall monolayer is $0.400/0.162=2.469$ molecules/nm³.

The walls follow the BET isotherm with $C=100$. At 77.4 K and with equal prefactors this means $\Delta E=k_BT\ln C=0.031$ eV. The film also has micropores that are already full throughout the range considered. They hold a constant 0.3 of the wall monolayer, 0.741 molecules/nm³. The data are thus

$$v=2.469\left[\frac{100x}{(1-x)(1+99x)}+0.3\right].$$

| $x$ | $v$ (nm⁻³) | $x/[v(1-x)]$ (nm³) |
|---|---|---|
| 0.05 | 2.925 | 0.01799 |
| 0.10 | 3.258 | 0.03411 |
| 0.15 | 3.490 | 0.05057 |
| 0.20 | 3.708 | 0.06741 |
| 0.25 | 3.937 | 0.08467 |
| 0.30 | 4.188 | 0.10234 |

**Wide window, 0.05 to 0.30.** A least-squares line through these six points has a squared correlation of 0.9997 and gives $v_m=2.961$ molecules/nm³ and $C=690$. The predicted crossing is

$$\frac{1}{1+\sqrt{690}}=\frac{1}{27.27}=0.0367,$$

but the data reach 2.961 at $x=0.0539$. The mismatch is $0.0539/0.0367-1=47\%$, and the predicted pressure lies outside the window. The fit fails, although the line looks straight.

At the predicted pressure the data lie only 6.4% below the fitted $v_m$. Dividing this gap by the slope of the fitted isotherm, $2/\sqrt{690}=0.076$, would suggest, as a linear estimate, a mismatch of 84%. The actual value is smaller because the data rise more steeply than the fitted curve: between the two pressures their mean logarithmic slope is $\ln(1/0.936)/\ln(1.47)=0.17$.

**Narrow window, 0.05 to 0.15.** The micropore term adds a falling part to $v(1-x)$. The maximum lies where the rise of the wall term equals this fall:

$$\frac{100}{(1+99x)^2}=0.3\quad\Rightarrow\quad x=0.174.$$

The narrow window stays below it. The line through its two end points already shows the arithmetic:

$$\text{slope}=\frac{0.05057-0.01799}{0.10}=0.3258,\qquad \text{intercept}=0.01799-0.05(0.3258)=0.0017,$$

in nm³, so $v_m\approx1/0.3275=3.05$ molecules/nm³ and $C\approx190$. A least-squares line through six equally spaced points gives $v_m=3.055$ molecules/nm³ and $C=202$. The capacity hardly changes, whereas $C$ is less certain because it depends on a small intercept.

The predicted crossing is $1/(1+\sqrt{202})=0.0657$, and the data reach the fitted $v_m$ at 0.0658. Both lie in the window, so the fit is self-consistent.

**What passing means.** The accepted capacity corresponds to 495 m²/cm³, which is 24% above the true wall area. The rejected fit gave 480 m²/cm³, 20% too high. Both fits count part of the micropore filling as wall coverage, and in this example the self-consistent fit counts more of it. Passing the check therefore does not make a fit the more accurate one.

The check cannot detect every such error. If all amounts are multiplied by a common factor, the fitted $v_m$ changes by that factor, while $C$ and both pressures stay the same. The check tests whether the fitted curve follows the data near $x_m$; it does not test what the adsorbed molecules are covering.

## Real films and the limits of the model

The parameters are rough values for a porous organosilicate film probed with nitrogen near its boiling point. A pore diameter of 3 nm is towards the upper end for such films, and the micropore share is a free choice. Methyl-covered walls may bind nitrogen more weakly than assumed, with $C$ of a few tens. For $C=25$ and no micropores the crossing moves to $x_m=1/6$, above the narrow window used here, so the choice of window has to be checked for each material.

Three neglected effects can be sized for the same pores, with the micropores left out:

- **Curvature and limited space.** A liquid layer is 0.356 nm thick, so four layers fit within the pore radius, each smaller than the one outside it. Reducing the capacities of the higher layers relative to the first, a rough estimate, moves the one-monolayer pressure from 0.091 to 0.107. A narrow-window fit then gives a first-layer capacity 6% too low. The first layer itself, with its molecules centred half a layer from the wall, holds about 12% fewer molecules than a flat wall of the same area. Together the two effects make the wall area about 17% too low. This estimate leaves out the thickening of the film by its concave surface, which acts the other way; a continuum estimate that includes it, itself rough for a film about one layer thick, gives an area only about 3% too low.
- **Unequal sites.** If half the sites bind more strongly by $k_BT$ and half more weakly, the crossing also moves to 0.107, but the fitted capacity is only 1% too low.
- **Capillary condensation.** The Kelvin equation for a hemispherical meniscus puts its onset at $x\approx0.43$ with one layer on the wall and at 0.30 with two. With the layer number taken from the wall isotherm itself, about 1.55, the onset is at $x\approx0.36$. This value is too high, because it takes the film thickness from a flat wall, whereas the concave surface thickens the film. With that thickening included and the same parameters, the pore fills in equilibrium at $x\approx0.20$, and even in a cylinder open at both ends the film becomes unstable at $x\approx0.28$. Empirical relations calibrated on ordered silica with cylindrical pores also put the filling of 3 nm pores near $x\approx0.2$. In real pores of this size condensation would thus fall inside the wide window and only a little above the narrow one; the model data of the worked example leave it out.

In the first two cases the narrow fit passes the check, with mismatches of about 1% or less, because the fitted curve still follows the altered isotherm closely near the crossing. With the micropore share of 0.3 chosen here, micropore filling changes the area more than the other effects whose area error was estimated; with a share of 0.2 the area would be 16% too high, comparable in size and opposite in sign to the layer-capacity estimate for curvature. Forces between neighbouring molecules are also neglected and have not been sized. The numerical output lists the fitted values.

## Values computed for the example and the checks

```
Temperature: 77.4 K; kT: 0.00667 eV
Model C: 100; kT ln C: 0.0307 eV
Porosity without micropores: 0.30
Pore diameter: 3.0 nm
Area per molecule: 0.162 nm^2
Liquid molar volume: 34.7 cm^3/mol
Surface tension: 8.9 mN/m
Volume per molecule: 0.0576 nm^3
Layer thickness: 0.356 nm
True wall area per film volume: 0.400 nm^-1 = 400 m^2/cm^3
True wall monolayer: 2.469 molecules/nm^3
Micropore amount: 0.741 molecules/nm^3
Saturation pressure: 760 Torr
One-monolayer x for model C: 0.0909 = 69.1 Torr
Log slope there, 2/sqrt(C): 0.200
Amount change for +20% pressure there: 3.77 %
Film isotherm, x : v in molecules/nm^3 : x/[v(1-x)] in nm^3
  0.05 : 2.9249 : 0.01799
  0.10 : 3.2577 : 0.03411
  0.15 : 3.4898 : 0.05057
  0.20 : 3.7085 : 0.06741
  0.25 : 3.9370 : 0.08467
  0.30 : 4.1876 : 0.10234
Maximum of v(1-x) at x: 0.1743
Wide 0.05-0.30: six equally spaced points
  fitted vm: 2.9605 molecules/nm^3
  fitted C: 690.5; r^2: 0.999711
  x from 1/(1+sqrt(C)): 0.0367
  x read where v = vm: 0.0539
  pressure mismatch: +46.9 %
  amount gap at predicted x: -6.42 %
  apparent area: 480 m^2/cm^3
  error of wall area: +19.9 %
Narrow 0.05-0.15: six equally spaced points
  fitted vm: 3.0553 molecules/nm^3
  fitted C: 202.0; r^2: 0.999961
  x from 1/(1+sqrt(C)): 0.0657
  x read where v = vm: 0.0658
  pressure mismatch: +0.1 %
  amount gap at predicted x: -0.02 %
  apparent area: 495 m^2/cm^3
  error of wall area: +23.7 %
Layers that fit in the pore radius: 4
Curved wall, few layers: true one-monolayer x 0.1069, shift +17.6 %
  narrow fit: vm error -6.3 %, mismatch -1.2 %
Energy spread +-kT: true one-monolayer x 0.1072, shift +17.9 %
  narrow fit: vm error -1.0 %, mismatch +0.5 %
Kelvin condensation x, 1 layer on wall: 0.43
Kelvin condensation x, 2 layers on wall: 0.30
```
